# Why a decaying ternary diffusion matrix can still violate Onsager reciprocity

## Question

A constant diffusion matrix with rows \((2,1)\) and \((-1,2)\), in some positive unit \(u\), has been fitted to a ternary alloy. Every composition disturbance it describes dies away. Why must the fit nevertheless be rejected if the alloy is thermodynamically stable and its mobility matrix is symmetric and positive definite?

## Answer

Decay and admissibility ask for different things. In a stable alloy, a disturbance decays if diffusion consumes free energy. A symmetric mobility demands in addition that the disturbance relax without circulating among the compositions. The fitted matrix makes the pair of compositions turn while it shrinks: a wave in the first composition creates one in the second, which then drives the first through zero and out with the opposite sign, until the whole wave has been inverted. Free energy can fall all the while, so decay does not expose the fault. What forbids the turning is the time-reversal symmetry of equilibrium fluctuations.

### What the diffusion matrix is made of

Take an isothermal, single-phase alloy with equal, constant molar volumes. Let \(a=(a_1,a_2)^T\) be small deviations of the atomic fractions \(x_1,x_2\) from a uniform state; species 3 takes up the remainder. Fluxes are divided by the total molar concentration and measured in the number-fixed frame, where \(J_1+J_2+J_3=0\). The rate of free-energy loss per mole is then

\[
-\sum_{i=1}^{3}J_i\cdot\nabla\mu_i
=-J_1\cdot\nabla(\mu_1-\mu_3)-J_2\cdot\nabla(\mu_2-\mu_3),
\]

because \(J_3=-J_1-J_2\). The driving forces are therefore gradients of the differences \(\tilde\mu_i=\mu_i-\mu_3\), and the linear flux law is \(J=-L\nabla\tilde\mu\), with \(L\) the mobility matrix.

The molar free energy \(f(x_1,x_2)\) obeys \(\partial f/\partial x_i=\tilde\mu_i\). To first order \(\nabla\tilde\mu=G\nabla a\), where \(G_{ij}=\partial^2 f/\partial x_i\partial x_j\) is symmetric as a matrix of second derivatives. Stability means that \(G\) is positive definite. Hence

\[
J=-D\nabla a,\qquad D=LG,\qquad \frac{\partial a}{\partial t}=D\nabla^2a .
\]

A product of two symmetric matrices need not be symmetric, so unequal off-diagonal entries in \(D\) are no fault in themselves. The question is whether suitable factors \(L\) and \(G\) exist.

### Why every disturbance decays

Split the fitted matrix as

\[
D=u(2I+K),\qquad K=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.
\]

For any real vector \(v\), \(v^TKv=v_1v_2-v_2v_1=0\). Let the disturbance be periodic with zero mean, multiply the diffusion equation by \(a^T\), and integrate by parts; the boundary terms cancel:

\[
\frac{d}{dt}\int\frac{|a|^2}{2}\,dV
=-\int\nabla a^T D\,\nabla a\,dV
=-2u\int|\nabla a|^2dV .
\]

If \(k\) is the smallest nonzero wavenumber that fits the period, each Fourier component has a squared wavenumber of at least \(k^2\), so \(\int|\nabla a|^2dV\ge k^2\int|a|^2dV\). With \(N^2=\int|a|^2dV\) this gives \(dN^2/dt\le-4uk^2N^2\), and therefore

\[
N(t)\le N(0)\,e^{-2uk^2t}.
\]

The part \(K\) has dropped out. It turns the composition vector without changing its length, so the size of a disturbance carries no information about it.

### Why symmetric factors cannot exist

Suppose \(D=LG\) with \(L\) symmetric and positive definite. Its inverse \(M=L^{-1}\), a friction matrix, has the same two properties, and \(G=MD\) would have to be symmetric. The off-diagonal entries are

\[
(MD)_{12}=u(m_{11}+2m_{12}),\qquad
(MD)_{21}=u(2m_{12}-m_{22}).
\]

Their equality requires \(m_{11}+m_{22}=0\). But \(m_{11}\) and \(m_{22}\) are both positive, since they are the values of \(v^TMv\) for \(v=(1,0)\) and \(v=(0,1)\). No factors exist.

This argument did not use the stability of \(G\). The general reason lies in the eigenvalues. A positive definite \(L\) has a symmetric, invertible square root, and

\[
L^{-1/2}(LG)L^{1/2}=L^{1/2}GL^{1/2}.
\]

The right side is symmetric, so its eigenvalues are real, and a similarity transformation leaves eigenvalues unchanged. Thus \(LG\) has real eigenvalues whether or not the alloy is stable; stability then makes them positive. For the fit,

\[
\det(D-\lambda I)=(2u-\lambda)^2+u^2=0
\quad\Longrightarrow\quad \lambda=u(2\pm i).
\]

The real part \(2u\) gives the decay and the imaginary part gives the forbidden turning.

Choosing another dependent species does not help. It replaces \(a\) by \(Aa\) and \(D\) by \(ADA^{-1}\). For the pair 1 and 3 the rows become \(u(1,-1)\) and \(u(2,3)\). The negative entry has moved, but the trace \(4u\) and determinant \(5u^2\), and with them the complex eigenvalues, remain.

### Why the second law need not reject it

Drop the symmetry of \(L\) and take \(G=I\) in some energy unit, with \(L=D\) in the matching unit. The dissipation is

\[
\nabla\tilde\mu^TL\nabla\tilde\mu=2u|\nabla\tilde\mu|^2>0 ,
\]

so free energy falls and the second law is satisfied. The same holds for any stable \(G\) and any \(L\) whose symmetric part \(L_s\) is positive definite. In that case \(LG\) is similar to \(B=G^{1/2}LG^{1/2}\). If \(Bv=\lambda v\), where \(v\) may be complex, then

\[
\operatorname{Re}\lambda=\frac{v^\dagger G^{1/2}L_sG^{1/2}v}{v^\dagger v}>0,
\]

because the antisymmetric part of \(L\) contributes only to the imaginary part. Positive dissipation guarantees decay but leaves room for complex eigenvalues.

The fit does not have positive dissipation for every stable \(G\), however. For \(G=\operatorname{diag}(1,g)\) with \(g\ge1\), in the same units, the symmetric part of \(L=DG^{-1}\) has determinant \(u^2[4/g-(1-1/g)^2/4]\). This is positive only if \((g-1)^2<16g\), that is, \(g<9+4\sqrt5\approx17.9\). For a more anisotropic free energy the second law rejects the fit as well; below that limit only reciprocity does.

Random matrices separate the two roles. In 1000 trials with symmetric positive definite \(L\) and arbitrary symmetric \(G\), 867 cases had a growing mode and none had complex eigenvalues. In 1000 trials with an antisymmetric part added to \(L\) and with stable \(G\), 303 had complex eigenvalues and none had a growing mode.

### Where the symmetry comes from

Consider the equilibrium fluctuations at wavenumber \(k\), and let \(C_{ij}(t)\) be the correlation of \(a_i\) at time \(t\) with \(a_j\) at time zero. At equal times it is proportional to \(S=G^{-1}\), since the probability of a small fluctuation is a Gaussian with the free-energy Hessian in its exponent. On average a fluctuation regresses by the diffusion law, so, apart from a constant factor,

\[
C(t)=e^{-Dk^2t}S .
\]

Compositions do not change sign when all velocities are reversed. In equilibrium, without a magnetic field or rotation, the correlation of \(a_1\) now with \(a_2\) earlier therefore equals that of \(a_1\) now with \(a_2\) later. Shifting the origin of time turns this into \(C_{12}(t)=C_{21}(t)\); the correlations are real in a medium with inversion symmetry. The first derivative at \(t=0\) says that \(DS\) is symmetric. Since \(DS=LGG^{-1}=L\), this is Onsager reciprocity.

For the fit, \(K^2=-I\), so the exponential series of \(K\) sums to a rotation. With \(\tau=uk^2t\),

\[
e^{-Dk^2t}=e^{-2\tau}(\cos\tau\,I-\sin\tau\,K),\qquad
KS=\begin{pmatrix}s_{12}&s_{22}\\-s_{11}&-s_{12}\end{pmatrix}.
\]

The term with \(S\) alone is symmetric and cancels in the difference:

\[
C_{12}-C_{21}=-e^{-2\tau}\sin\tau\,(s_{11}+s_{22}).
\]

Stability makes \(s_{11}+s_{22}\) positive. Whatever the free energy, the fluctuations would have a preferred sense of circulation in the \((a_1,a_2)\) plane, and a film of them run backwards could be told from the original.

### What an admissible alloy can and cannot do

Start a single wave with amplitudes \((1,0)\). The rotation formula gives

\[
a(t)=e^{-2\tau}(\cos\tau,\ \sin\tau).
\]

At \(\tau=\pi\) the amplitudes are \(-e^{-2\pi}(1,0)\), and any other starting vector is likewise reversed. An admissible matrix cannot do this. Put \(y=G^{1/2}a\), which evolves with the symmetric matrix \(B=G^{1/2}LG^{1/2}\). If \(B\) has orthonormal eigenvectors \(e_n\) and eigenvalues \(\lambda_n\), then

\[
a(0)^TG\,a(t)=y(0)^Ty(t)=\sum_n\bigl(e_n^Ty(0)\bigr)^2e^{-\lambda_nk^2t}>0 .
\]

Inversion would make the left side negative.

A sign change of one component is weaker evidence. Consider the matrix with rows \(u(4,1)\) and \(u(-1,1)\), which has the same off-diagonal entries as the fit. It is admissible, with

\[
L=\frac{u}{RT}\begin{pmatrix}10&-5\\-5&5\end{pmatrix},\qquad
G=RT\begin{pmatrix}0.6&0.4\\0.4&0.6\end{pmatrix}.
\]

The first row of the product is \(10(0.6)-5(0.4)=4\) and \(10(0.4)-5(0.6)=1\); the second is \(-5(0.6)+5(0.4)=-1\) and \(-5(0.4)+5(0.6)=1\). Both factors have positive diagonals and determinants. The eigenvalues are \(3.618u\) and \(1.382u\). For a start at \((1,0)\), matching the initial value 1 and initial slope \(-4\) gives

\[
a_1=1.17\,e^{-3.618\tau}-0.17\,e^{-1.382\tau},
\]

which also changes sign, once. Neither a negative cross-coefficient nor a single reversal of one species condemns a fit.

### The test when the free energy is unknown

Some pair of symmetric positive definite factors exists if and only if \(D\) is diagonalizable with positive real eigenvalues. Necessity follows from the similarity to a symmetric matrix. For sufficiency, write \(D=P\Lambda P^{-1}\) with \(\Lambda\) diagonal and positive, and choose

\[
L=P\Lambda P^T,\qquad G=(P^{-1})^TP^{-1}.
\]

Both are symmetric and positive definite, and \(LG=P\Lambda P^T(P^T)^{-1}P^{-1}=D\). The eigenvalues solve \(\lambda^2-(\operatorname{tr}D)\lambda+\det D=0\), whose discriminant is

\[
\Delta=(D_{11}+D_{22})^2-4(D_{11}D_{22}-D_{12}D_{21})
=(D_{11}-D_{22})^2+4D_{12}D_{21}.
\]

For distinct eigenvalues the conditions are \(\operatorname{tr}D>0\), \(\det D>0\) and \(\Delta>0\). If \(\Delta=0\), only a positive multiple of the identity passes, since any other such matrix cannot be diagonalized. The fit has \(\Delta=0+4(1)(-1)u^2=-4u^2\); the admissible matrix above has \(\Delta=(9-4)u^2=5u^2\). A direct search for factors of 400 random matrices, chosen away from the boundaries \(\Delta=0\) and \(\det D=0\), agreed with these conditions every time; 127 were admissible.

If \(G\) is known from thermodynamic data, the test is stricter: that particular \(DG^{-1}\) must be symmetric and positive definite.

### How large the fault is

Let \(g\ge1\) be the ratio of the eigenvalues of \(G\). Rotate the composition axes to the principal axes of \(G\). A rotation leaves \(K\), and so \(D\), unchanged. A common factor in \(G\) can be absorbed in \(L\), so take \(G=\operatorname{diag}(1,g)\):

\[
LG=\begin{pmatrix}l_{11}&g\,l_{12}\\l_{12}&g\,l_{22}\end{pmatrix}.
\]

The choices \(l_{11}=2u\) and \(l_{22}=2u/g\) match the diagonal. With \(l_{12}=ul\), the remaining squared misfit, summed over entries, is \(u^2[(gl-1)^2+(l+1)^2]\). Setting its derivative to zero gives \(g(gl-1)+(l+1)=0\), so

\[
l=\frac{g-1}{g^2+1},\qquad
gl-1=-\frac{g+1}{g^2+1},\qquad
l+1=\frac{g(g+1)}{g^2+1}.
\]

Since \(0\le l<1/g\), we have \(l^2<4/g\), and \(L\) is positive definite. The smallest misfit is

\[
\delta=u\,\frac{1+g}{\sqrt{1+g^2}}
=u\sqrt{1+\frac{2g}{1+g^2}}>u .
\]

It is \(1.414u\) for \(g=1\), \(1.095u\) for \(g=10\) and \(1.010u\) for \(g=100\). The bound \(u\) is approached but not reached. The root-sum-square of the fitted entries is \(\sqrt{4+1+1+4}\,u=3.162u\), so more than 31.6 % of that norm must be changed. This measure belongs to the chosen pair of compositions, unlike the eigenvalue test.

### Numbers for an alloy-sized wave

Let species 1, 2 and 3 be Al, Cr and Ni, and let \(u=10^{-10}\ \mathrm{cm^2/s}=0.01\ \mathrm{\mu m^2/s}\). An Al wave of amplitude 1 at% and wavelength 20 μm has

\[
k=\frac{2\pi}{20\ \mathrm{\mu m}}=0.3142\ \mathrm{\mu m^{-1}},\qquad
uk^2=9.87\times10^{-4}\ \mathrm{s^{-1}} .
\]

The envelope \(e^{-2\tau}\) falls by a factor \(e\) in \(1/(2uk^2)=507\) s. The induced Cr wave peaks where \(\cos\tau=2\sin\tau\), at \(\tau=0.464\): 0.177 at% after 470 s. The Al amplitude crosses zero at \(\tau=\pi/2\), or 1592 s, when the envelope is down to 0.043 at%. It is most negative where \(\tan\tau=-2\), at 2061 s, with only \(-0.0076\) at%. Full inversion comes at 3183 s with an amplitude of \(-0.0019\) at%. A finite-difference solution of the diffusion equation gives the same inverted amplitude to the digits quoted.

If a microprobe resolves roughly 0.1 at%, it could just see the Cr peak, which is permissible in itself, but neither the Al reversal nor the inversion. The raw profiles would look like ordinary decay. The matrix must be tested algebraically.

The mobility that the fit demands can also be inspected. For an ideal solution with 10 at% Al and 10 at% Cr, \(\mu_i=RT\ln x_i\) plus a constant, so \(G_{11}=G_{22}=RT(1/0.1+1/0.8)=11.25RT\) and \(G_{12}=RT/0.8=1.25RT\). The inverse has diagonal entries \(0.09/RT\) and off-diagonal entries \(-0.01/RT\). Then

\[
L_{12}=[2(-0.01)+0.09]\frac{u}{RT}=0.07\frac{u}{RT},
\]
\[
L_{21}=[-0.09+2(-0.01)]\frac{u}{RT}=-0.11\frac{u}{RT}.
\]

Reciprocity requires these to be equal; they differ even in sign. With this \(G\), for which \(g=1.25\), the best admissible matrix misses the fit by \(1.41u\).

### The real alloy and the limits of the verdict

The chosen \(u\) gives diagonal entries of the order met in nickel-rich Ni-Cr-Al between roughly 1370 and 1470 K; at 1473 K, the temperature used for the estimates below, the real entries may be several times larger, which would shorten all the times above. The fitted rows are illustrative and are not data for that alloy, and the ideal solution omits its strong Al-Ni attraction. That would change the entries of \(L\), but not the verdict, which holds for every stable \(G\). With rough material values, coherency stress from the Al misfit raises \(G_{11}\) by about 5 % and the eigenvalues of \(G\) by about 2.5 %, and gradient energy changes them by a fraction of order \(10^{-9}\) to \(10^{-8}\). Both add symmetric terms to \(G\), so the proof survives. A 5 K temperature drift changes \(D\) by 7 to 8 %; if all entries share one activation energy, this only rescales \(u\). Molar volume varies by about 0.15 %, and with a vacancy fraction of \(10^{-4}\) and sinks 1 μm apart, vacancies reach a sink within about 0.005 s. That short time does not make their effect negligible. Unequal atomic mobilities drive a steady vacancy flux that the sinks must absorb, and what matters is \((k\ell)^2\), with \(\ell\) the sink spacing. For \(\ell=1\) μm it is about 0.1, and the decay rates shift by one or two per cent when the tracer diffusivities differ by factors of 3 to 6; at about 3 μm they are half way to the limit without sinks, and \(D\) then depends on the wavenumber. The sink term enters the kinetic matrix symmetrically, so the decay rates stay real.

The assumption most exposed in real diffusion couples is constant \(D\). If each entry changes by 5 % per at%, a 1 at% wave shifts \(D\) by \(0.05\times3.162u=0.158u\), less than the \(u\) needed to reach any admissible matrix. On the same linear estimate the shift reaches \(u\) at about 6 at%. These figures depend on the chosen pair of compositions: with Al and Ni as the independent species, admissible matrices come within \(0.38u\) of the fit, and the same 5 % rule covers that distance at about 2 at%. Diffusion couples can span more than either value. A single fitted matrix is then a kind of average, and averages can be inadmissible when their parts are not:

\[
\frac12\left[\begin{pmatrix}2&3\\1&2\end{pmatrix}
+\begin{pmatrix}2&-1\\-3&2\end{pmatrix}\right]
=\begin{pmatrix}2&1\\-1&2\end{pmatrix}.
\]

Each matrix on the left has eigenvalues \(2\pm\sqrt3\), or 3.73 and 0.27, and passes the test: the first with \(G\) proportional to \(\operatorname{diag}(1,3)\), the second with \(G\) proportional to \(\operatorname{diag}(3,1)\). The Hessian has to differ between the two parts. With a common \(G\), the average of two symmetric mobilities would again be symmetric, and the averaged matrix would be admissible. An inadmissible fit therefore does not show that the alloy breaks reciprocity. It shows that these rows cannot be the diffusion matrix of the stable alloy at any one composition, and that the data, the fitting procedure or the assumption of constant \(D\) must be re-examined. The remaining values are in the numerical output.

## Calculated quantities

```
Fitted D (units u): [[2.0, 1.0], [-1.0, 2.0]]
u = 1.0e-10 cm^2/s = 0.010 um^2/s
Eigenvalues of fitted D (u): [2.+1.j 2.-1.j]
Discriminant of fitted D: -4.000 u^2
Contrast D (u): [[4.0, 1.0], [-1.0, 1.0]]
Contrast eigenvalues (u): [3.618 1.382]
Contrast discriminant: 5.000 u^2
Contrast L (u/RT): [[10.0, -5.0], [-5.0, 5.0]]
Contrast G (RT): [[0.6, 0.4], [0.4, 0.6]]
Random trials per hypothesis: 1000
Symmetric L, any symmetric G: 867 unstable, 0 complex
Asymmetric L, stable G: 303 complex, 0 growing
Factor search: 400 matrices, 127 admissible
Wavelength: 20.0 um; Al amplitude: 1.0 at%
Wavenumber k: 0.31416 1/um; u k^2: 9.8696e-04 1/s
Envelope decay time: 506.6 s
Cr peak: 0.1769 at% at 469.8 s
Al amplitude crosses zero at 1591.5 s
Envelope at Al zero: 0.0432 at%
Al minimum: -0.00765 at% at 2061.3 s
Whole wave inverted at 3183.1 s
Inverted Al amplitude, formula: -0.001867 at%
Inverted Al amplitude, grid: -0.001867 at%
Ideal model fractions Al, Cr, Ni: 0.10, 0.10, 0.80
Ideal G (RT): [[11.25, 1.25], [1.25, 11.25]]
Ideal S (1/RT): [[0.09, -0.01], [-0.01, 0.09]]
Mobility required by fit (u/RT): [[0.17, 0.07], [-0.11, 0.19]]
L12-L21: 0.1800 u/RT
D for independent Al, Ni (u): [[1.0, -1.0], [2.0, 3.0]]
Frobenius norm of fitted D: 3.1623 u
Condition number of ideal G: 1.2500
Best misfit with ideal G: 1.4056 u
Best misfit, condition number 1: 1.4142 u
Best misfit, condition number 10: 1.0945 u
Best misfit, condition number 100: 1.0099 u
Lower bound / norm of D: 31.6 %
Rough temperature: 1473 K
Rough D sensitivity: 5.0 % per at%
Composition-dependent D shift: 0.1581 u
Rough Al misfit strain: 0.050 per unit fraction
Rough biaxial modulus: 200 GPa
Rough molar volume: 7.0 cm^3/mol
Coherency / chemical stiffness: 5.72 %
Gradient / chemical stiffness: 1.28e-09
Molar-volume variation: 0.150 %
Rough activation energy: 270 kJ/mol
D change for 5 K drift: 7.48 %
Rough vacancy fraction: 1.0e-04
Rough vacancy sink spacing: 1.0 um
Vacancy equilibration time: 0.0050 s
```
